Spurious low-frequency poles of velocity-gauge susceptibilities under band truncation

Q. My crystal is transparent, and its third-harmonic susceptibility levels off as I lower the frequency. A velocity-gauge calculation with a few bands gives a χ3 that grows without limit. Where can a pole at ω = 0 come from in an insulator?

A. Take independent spinless electrons in a chain of period a, with the lowest band v filled, in atomic units with charge −1. A uniform field E = −dA/dt enters the Bloch Hamiltonian as H(k+A) = H(k) + A p + A²/2. Write any such coupling as H₀ + Σ Aⁿhₙ/n!, where the hₙ are the vertices. Let A = Σ A_j exp(−iω_j t), so E_j = iω_j A_j, and let ω_Σ = Σω_j. Define Kₙ and χₙ by the terms in A₁…Aₙ of the current j and of the dipole per length 𝒫:

j = −n! Kₙ ΠA_j,  𝒫 = n! χₙ ΠE_j

(for a single component, the coefficients of Aⁿ and Eⁿ are −Kₙ and χₙ). Since j = d𝒫/dt = −iω_Σ𝒫 and ΠE_j = iⁿ Πω_j ΠA_j,

χₙ = −Kₙ/[(−iω_Σ) iⁿ Πω_j] = Kₙ/(i^(n+1) ω_Σ Πω_j).

For harmonic generation χ₁ = −K₁/ω², χ₂ = iK₂/(2ω³) and χ₃ = K₃/(3ω⁴). A finite χₙ needs Kₙ to vanish as fast as the prefactor.

Q. Could Kₙ itself be singular?

A. Not below the gap. Let ρ_S be the coefficient of the amplitudes in a subset S of the fields, with frequency ω_S, and ε_mn = ε_m − ε_n. The product of the amplitudes in a subset T appears |T|! times in A^|T|, which cancels the factorial, so i dρ/dt = [H, ρ] gives

(ω_S − ε_mn)(ρ_S)_mn = Σ_{∅≠T⊆S} [h_|T|, ρ_{S∖T}]_mn.

The velocity operator is ∂H/∂A, so

n! Kₙ = ∫dk/2π Σ_{T⊆S} Tr(h_{|T|+1} ρ_{S∖T}).

The term T = S contains h_{n+1}. Now ρ stays a projector. With Σ′ the sum of ρ_T ρ_{S∖T} over proper nonempty T, the condition ρ² = ρ reads ρ₀ρ_S + ρ_Sρ₀ + Σ′ = ρ_S. The vv element gives ρ_S = −Σ′, and the block of empty bands c gives ρ_S = +Σ′. Division is then needed for the cv and vc elements alone, by ω_S ∓ ε_cv. Hence Kₙ is analytic while every |ω_S| is below the gap, and any pole comes from the prefactor.

Q. What makes Kₙ vanish in the true theory?

A. Two properties. The first is a Ward identity. Give one field zero frequency, A = δ + A′(t). In a complete basis H(k+δ+A′) is the Hamiltonian at k+δ driven by A′. The recursion has a unique solution, because its denominators do not vanish, so the term linear in δ is the k-derivative of the lower-order integrand:

(n+1)! K_{n+1}(ω₁,…,ωₙ,0) = ∫dk/2π ∂_k(integrand of n!Kₙ) = 0.

The integrand is periodic, since with G = 2π/a the matrix H(k+G) is H(k) with plane waves relabelled. A partly filled band leaves boundary terms, and the poles of a metal are physical.

The second is permutation symmetry. For commensurate frequencies the driven state is exp(−iηt)φ(t) with φ periodic, and the quasi-energy η is the time average of ⟨φ|H − i∂_t|φ⟩. This average is stationary in φ, so δη is the average of ⟨∂H/∂A⟩δA(t). A component A₀ at ω₀ = −ω_Σ picks out the velocity at ω_Σ, and

n! Kₙ = ∫dk/2π ∂^(n+1)η/∂A₀∂A₁…∂Aₙ.

Mixed derivatives commute, so Kₙ is symmetric in the n+1 frequencies ω₀…ωₙ, whose sum is zero; continuity extends this to all frequencies below the gap. It holds for any H(k,A) whose velocity is ∂H/∂A, truncated or not.

With both properties Kₙ vanishes on each plane ω_j = 0 and on ω_Σ = 0. An analytic function that vanishes on a plane is divisible by its linear form, and for n ≥ 2 these n+1 forms are distinct, so Kₙ contains the factor ω_ΣΠω_j. For n = 1 the symmetry makes K₁ even, and K₁(0) = 0 gives ω².

Q. Which property does truncation spoil?

A. The Ward identity. Let P_k project on the lowest N bands. The naive scheme keeps P_k H(k+A) P_k, the N×N matrix ε + A p + A²/2, with h₁ = PpP, h₂ = 1 and nothing higher. Its basis is frozen at k, while the states at k+A have components outside it. For a static A, η is the lowest eigenvalue E(k,A), so Kₙ(0) = (1/n!)∫dk/2π ∂_A^(n+1)E. Second-order perturbation theory gives

∂_A²E = 1 − Σ_{l≤N, l≠v} 2|p_lv|²/ε_lv.

With all bands the same expression is ∂_k²ε_v, whose zone integral is zero. Subtracting it leaves

K₁(0) = ∫dk/2π Σ_{l>N} 2|p_lv|²/ε_lv,

the missing part of the f-sum rule, positive unless the omitted p_lv vanish. At finite ω the recursion gives ρ_lv = p_lv/(ω − ε_lv) and ρ_vl = −p_vl/(ω + ε_lv), so Tr(pρ) = −Σ 2ε_lv|p_lv|²/(ε_lv² − ω²). Using ε/(ε² − ω²) − 1/ε = ω²/[ε(ε² − ω²)],

χ₁ = −K₁(0)/ω² + ∫dk/2π Σ_{l≤N, l≠v} 2|p_lv|²/[ε_lv(ε_lv² − ω²)].

Q. Then I subtract the static kernel. Does that work at higher order?

A. At linear order it does, since the last term is regular. At third order it does not. Time reversal fixes the parity of Kₙ. For a real potential the band states can be chosen with ε(−k) = ε(k) and p(−k) = −p(k)*, so H(−k,−A) = H(k,A)*, truncated or not. Conjugating the Schrödinger equation shows that ψ*(−t) solves it at −k in the field −A(−t), with the same η. That field has amplitudes −A_j at −ω_j, so

Kₙ(−ω) = (−1)^(n+1) Kₙ(ω).

K₃ is therefore even. A symmetric quadratic form in four frequencies is a combination of (Σω)², which is zero, and Σω². Thus K₃ = c₀ + c₂Σω² + O(ω⁴). For the third harmonic Σω² = (1+1+1+9)ω² = 12ω², and

χ₃ = c₀/(3ω⁴) + 4c₂/ω² + O(1).

Removing c₀ leaves the 1/ω² pole.

Q. My second-harmonic colleagues see no divergence. Are they wrong?

A. It depends on the component. With time reversal K₂ is odd. For xxx it is symmetric in three frequencies, so its Taylor terms are polynomials in the elementary symmetric functions e₁ = Σω = 0, e₂ and e₃ = ω₀ω₁ω₂. A monomial e₂^r e₃^s has degree 2r + 3s, which is odd when s is odd, so each term contains e₃, and the prefactor is cancelled even in the naive scheme. A finite value can still be wrong. For N = 2 each term is a closed loop of three p elements on two levels; h₂ = 1 drops out, because it commutes with ρ and Trρ_S = 0. The loop has two interband steps, because the commutator with ρ₀ removes the purely diagonal case, so it is |p_cv|², even in k, times a diagonal element, odd in k, over even denominators. The naive χ₂ is zero.

For yxx in two dimensions, with the current along y and both fields along x, the symmetry exchanges ω₁ and ω₂ alone. The linear term αω₀ + β(ω₁+ω₂) = (β − α)ω_Σ is then allowed. With all bands the Ward identity K₂(ω₁,0) = 0 removes it, but the naive scheme has no such identity and can keep it. A real current requires K(−ω) = K(ω)*, so an odd K is imaginary, K₂ ≈ icω_Σ with c real, and χ₂ ≈ icω_Σ/(i³ω_Σω₁ω₂) = −c/(ω₁ω₂).

Q. Why does the length gauge survive the same truncation?

A. It couples to E, so no division by the input frequencies occurs, and its projected coupling is consistent within the subspace. The Hamiltonian is H̃ + E x̃, with H̃ = PHP and x̃ = PxP. A lattice-periodic operator has kernel ∫dk exp[ik(x−x′)]O_k(x,x′). The commutator with x multiplies it by x − x′, which is −i∂_k acting on the exponential. The integrand is periodic in k, so integration by parts gives [x,O]_k = i∂_kO_k. For O = POP one has [x̃,O] = P[x,O]P, hence

[x̃,O] = i DO,  DO = P(∂_kO)P.

The recursion, now for the coefficients of the E_j, is (ω_S − ε_mn)(ρ_S)_mn = iΣ_{j∈S}(Dρ_{S∖j})_mn. The velocity is i[H̃ + Ex̃, x̃] = −i[x̃,H̃] = DH̃.

Q. Can I reach a velocity gauge from there?

A. Set ψ_V = Uψ with U = exp(−iA x̃). The exponents at different times commute, so dU/dt = −i(dA/dt)x̃U, and i(dU/dt)U† = (dA/dt)x̃ = −E x̃ cancels U E x̃ U† = E x̃. What remains is expanded in nested commutators, each of which gives (−iA)(iD) = AD:

H_V = exp(−iAx̃) H̃ exp(iAx̃) = Σ Aⁿhₙ/n!,  hₙ = DⁿH̃.

The velocity becomes U(DH̃)U† = −i[x̃,H_V] = ∂H_V/∂A. The two pictures have the same current at all times, hence the same χₙ order by order in the field, provided every vertex up to h_{n+1} is kept.

Q. In what sense are these k-derivatives of the Hamiltonian, and why do they not stop at second order?

A. In a basis u_n(k) of the subspace, differentiating O = Σ|u_n⟩O_nm⟨u_m| and projecting gives DO = ∂_kO − i[ξ,O], with ξ_nm = i⟨u_n|∂_k u_m⟩. In a parallel-transported basis ξ = 0, the hₙ are ordinary derivatives, and H_V is the Taylor series of the matrix H̃(k+A). A constant shift of A is again a shift of k, up to a time-independent rotation that leaves traces unchanged, so the Ward identity returns. Together with the permutation symmetry this restores the factor ω_ΣΠω_j in Kₙ. Since the two pictures share the current, the division by ω_Σ that remains in the length gauge produces no pole either. In the band basis the ξ term is required.

Differentiate P² = P: P′P + PP′ = P′, so PP′P = 0 and QP′Q = 0 with Q = 1 − P. Because [H,P] = 0, the terms PP′HP and PHP′P vanish, and h₁ = PpP as in the naive scheme. Next, h₂ = PP′pP + P + PpP′P. Differentiating [H,P] = 0 gives [p,P] + [H,P′] = 0, whose element with l > N and n ≤ N is p_ln + ε_ln P′_ln = 0. Therefore

(h₂)_nm = δ_nm − Σ_{l>N} p_nl p_lm (1/ε_ln + 1/ε_lm).

For n = m = v the correction is −Σ_{l>N}2|p_lv|²/ε_lv, which cancels K₁(0) and leaves the regular term of χ₁ unchanged. For P = 1 the series ends at h₂ = 1. Under truncation h₂ depends on k and is not a multiple of the unit matrix, and nothing forces h₃ and h₄ to vanish. The higher vertices describe the turning of the subspace as A shifts k.

Q. Under what conditions does this fail?

A. P′ carries 1/ε_ln, so bands N and N+1 must be separated by a gap. The frequencies must be below resonance for the pole analysis. The equivalence proof needs a field of fixed direction and the current along it. Since [x,y] = 0,

[x̃,ỹ] = PxPyP − PyPxP = PyQxP − PxQyP,

which need not vanish. For a field that changes direction the exponents at different times no longer commute, and dU/dt acquires further terms. For yxx the field keeps its direction and U is unchanged, but the velocity along y, i[H̃ + Ex̃, ỹ], gains the term iE[x̃,ỹ], so the velocity step of the proof no longer follows. The proof covers neither case. Finally, the agreement is with the length gauge in the same N bands, not with the all-band result.

Q. How large are these effects in numbers?

A. Take a model chain with a = 8 bohr and V = 0.20 cos Gx + 0.15 sin 2Gx Ha, with 25 plane waves and 512 k-points. The gap is 0.1995 Ha (5.43 eV), and the gaps above bands 2 and 3 are 0.139 and 0.046 Ha. All χₙ and Kₙ are per chain in atomic units, and ∫dk/2π is the zone mean divided by a. The numerical check obtains the hₙ from Taylor coefficients of P(k+A) and the length gauge from a Fourier k-derivative of ρ.

For N = 2 the mean of (h₂)_vv is 0.82377, so K₁(0) = (1 − 0.82377)/8 = 0.02203, the printed value. At ω = 0.01 Ha (0.272 eV) the naive χ₁ is 2.021 − 0.022029/10⁻⁴ = −218.27, against 2.021 in the length gauge and 2.090 with all bands.

At third order c₀ = 0.1716, tested against derivatives of diagonalized eigenvalues, and c₂ = 1.883, the same within the tested 0.5% for (ω,ω,ω) and (ω,2ω,−4ω). At ω = 0.01 Ha,

c₀/(3ω⁴) + 4c₂/ω² = 0.171601/(3×10⁻⁸) + 4×1.8833/10⁻⁴ = 5.72003×10⁶ + 7.533×10⁴ = 5.79536×10⁶,

and the naive χ₃ is 5.79716×10⁶. The length gauge gives 982.06, so the second pole alone is about 77 times that value, and the remainder after removing both poles, about 1.8×10³, does not match it either. Halving ω from 0.002 to 0.001 Ha should multiply χ₃ by 16[1 − 12(c₂/c₀)(4 − 1)×10⁻⁶] = 16(1 − 3.95×10⁻⁴) = 15.994, as printed.

With h₁…h₄ the result is 982.06 as well. For N = 2 and 3 at ω = 0.01, 0.02 and 0.04 Ha, the largest difference relative to the length gauge is 3×10⁻¹², and the mixed case (0.01, 0.025, −0.015) Ha with N = 3 gives 941.95 in both. The spectral error relative to ε(k+A) scales as A² for the naive matrix and as A⁵ with four vertices, the order of the first omitted term. For N = 2, |K₃(0.02, 0.03, 0)| falls from 0.179 to rounding level. With all bands the naive vertices pass the same comparison and give 938.07, so the consistent truncation is off by +4.7% for N = 2 and −0.13% for N = 3 relative to that value. For one chain per area a², with ε₀ = 1/4π, the bulk value is 4πχ₃/a² in inverse squared atomic field units, which for the all-band χ₃ = 938.07 at ω = 0.01 Ha is 6.97×10⁻²² m²/V².

Q. Can I keep fewer vertices, or simply add bands?

A. Dropping h₄ removes a frequency-independent term from a kernel that vanished at zero frequency, so K₃(0) = −mean(h₄)_vv/(3! a) = 6.0721/48 = 0.1265 for N = 2, and the ω⁻⁴ pole returns. Keeping h₁ and h₂, which repairs the f-sum rule, gives K₃(0) = −0.380, larger in magnitude than the naive 0.172.

Adding bands lowers K₁(0), a sum of non-negative terms, through 2.2×10⁻², 3.5×10⁻³ and 6.9×10⁻⁴ for N = 2, 3, 4. The coefficient c₀ has no fixed sign: for the same N it is 0.172, −3.9×10⁻³ and +2.6×10⁻³. Any nonzero c₀ dominates at low enough ω. For N = 3 the naive χ₃ is −1.36×10⁵ at 0.01 Ha, where the length gauge gives 936.8, and 805 at 0.04 Ha, which looks reasonable but is 40% of the length-gauge 2005.

Q. And the second harmonic?

A. At 0.01 Ha the naive χ₂ is zero to rounding for N = 2, while the covariant and length values are both −10.08. For N = 3 the naive value is −6.40, the covariant and length values are −7.22, and all bands give −7.13. The naive ratio χ₂(0.002)/χ₂(0.004) is 0.999 for N = 3 and 4, so there is no pole. In a square lattice with the same a and V = 0.20 cos Gx + 0.25 cos Gy + 0.15 sin G(x+y) Ha, on a 14×14 grid whose convergence for this number was not checked, the naive yxx kernel with N = 2 has c ≈ 9.6×10⁻³, and halving ω from 0.001 Ha multiplies χ₂ by 4.000. The same quantity |K₂/(iω_Σ)| at ω = 10⁻⁴ Ha is 5×10⁻¹⁰ for xxx with N = 3 and 5×10⁻⁹ for yxx with all 81 plane waves, both tested to lie below 10⁻³ of c.

Table of computed values

```
1D: a=8.0 bohr, V1=0.2 Ha, V2=0.15 Ha, 25 plane waves, 512 k
gap 1-2 = 0.1995 Ha = 5.430 eV
gap 2-3 = 0.1386 Ha, gap 3-4 = 0.0460 Ha
naive N=2: K1(0)=2.2029e-02, c0=K3(0)=1.7160e-01 a.u.
naive N=3: K1(0)=3.4606e-03, c0=K3(0)=-3.8755e-03 a.u.
naive N=4: K1(0)=6.9280e-04, c0=K3(0)=2.6449e-03 a.u.
naive all bands: |K3(0)|=2e-16 a.u.
N=2: spectral error power in A: naive 2.00, covariant 5.00
N=2: |K3(.02,.03,0)| naive 1.7904e-01, covariant 9e-17 a.u.
N=2: BZ mean h2_11=0.82377, h4_11=-6.0721 a.u.
N=3: spectral error power in A: naive 2.00, covariant 5.00
N=3: |K3(.02,.03,0)| naive 4.6752e-03, covariant 7e-17 a.u.
N=3: BZ mean h2_11=0.97231, h4_11=-0.3501 a.u.
naive N=2: c2=1.8834e+00 (w,w,w), 1.8835e+00 (w,2w,-4w) a.u.
  w=0.01: c0/3w^4=5.7200e+06, 4c2/w^2=7.5335e+04 a.u.
naive N=3: c2=-1.9931e-01 (w,w,w), -1.9929e-01 (w,2w,-4w) a.u.
  w=0.01: c0/3w^4=-1.2918e+05, 4c2/w^2=-7.9725e+03 a.u.
chi3(3w) in a.u.: naive | covariant | length
w=0.01 Ha N=2: 5.7972e+06 | 982.058 | 982.058
w=0.01 Ha N=3: -1.3636e+05 | 936.836 | 936.836
w=0.01 Ha all: 938.073 | same vertices | 938.073
w=0.02 Ha N=2: 3.7830e+05 | 1118.517 | 1118.517
w=0.02 Ha N=3: -9.1444e+03 | 1071.035 | 1071.035
w=0.02 Ha all: 1072.334 | same vertices | 1072.334
w=0.04 Ha N=2: 3.0109e+04 | 2063.321 | 2063.321
w=0.04 Ha N=3: 8.0503e+02 | 2004.584 | 2004.584
w=0.04 Ha all: 2006.262 | same vertices | 2006.262
largest relative covariant-length difference 3e-12
w=0.01 Ha = 0.2721 eV; one chain per a^2, all bands:
  chi3 = 6.9657e-22 m^2/V^2
N=3 chi3(.01,.025,-.015): covariant 941.948, length 941.948 a.u.
N=2 naive: K3(0)=1.7160e-01 a.u., chi3(.001)/chi3(.002)=15.994
N=2 h1,h2: K3(0)=-3.7951e-01 a.u., chi3(.001)/chi3(.002)=15.997
N=2 h1..h3: K3(0)=1.2650e-01 a.u., chi3(.001)/chi3(.002)=16.000
chi1 w=.01 N=2: naive -218.2701, cov 2.02096, length 2.02096 a.u.
chi2 w=.01 N=2: |naive| 2e-11, cov -10.0808, length -10.0808 a.u.
chi1 w=.01 N=3: naive -32.5198, cov 2.08655, length 2.08655 a.u.
chi2 w=.01 N=3: naive -6.3979, cov -7.2157, length -7.2157 a.u.
naive N=3: chi2(.002)=-6.3346 a.u., chi2(.002)/chi2(.004)=0.9988
naive N=4: chi2(.002)=-7.0552 a.u., chi2(.002)/chi2(.004)=0.9988
all bands w=.01: chi1=2.08984, chi2=-7.1287 a.u.
2D: Vx=0.2, Vy=0.25, Vd=0.15 Ha, 81 plane waves, 14x14 k
2D direct gap on grid = 0.210 Ha; probe w = 0.0001 Ha
K2/(i w_sum) a.u.: yxx N=2 9.61e-03, xxx N=3 5e-10, yxx all 5e-09
naive N=2 chi2 yxx(.0005)/(.001) = 4.000
```
